# Sliding barrier of a ferroelectric bilayer from its shear-mode frequency

**Theorem.** Let two rigid, parallel-stacked triangular-lattice layers with lattice constant $a$ have a stacking energy that has threefold symmetry about AA stacking, is unchanged when the relative displacement from AA is reversed, contains only first-shell harmonics and is largest at AA. Let $\omega$ be the angular frequency of the uniform shear mode at AB stacking, and $\mu=M_1M_2/(M_1+M_2)$ the reduced mass formed from the layer masses per cell. Then the lowest barrier for uniform sliding from AB to BA is, per cell,

$$B=\frac{\mu\,\omega^2a^2}{8\pi^2}.$$

For equal layers of mass $M$ per cell, $\mu=M/2$. The formula holds in any consistent system of units.

## Assumptions and conventions

The vector $\mathbf r$ is the in-plane displacement of the upper layer relative to the lower one, with $\mathbf r=0$ at AA. The lattice vectors are $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$. The reciprocal vectors $\mathbf G_1,\mathbf G_2$ satisfy $\mathbf G_i\cdot\mathbf a_j=2\pi\delta_{ij}$, and $\mathbf G_3=-\mathbf G_1-\mathbf G_2$. The three vectors are 120° apart and have length $G=4\pi/(\sqrt3a)$. I write

$$\alpha=\mathbf G_1\cdot\mathbf r,\qquad \beta=\mathbf G_2\cdot\mathbf r,\qquad \mathbf G_3\cdot\mathbf r=-(\alpha+\beta).$$

The assumptions are these.

1. The layers slide rigidly, so the stacking energy per cell is a function $V(\mathbf r)$.
2. $V$ has the lattice period and threefold symmetry about $\mathbf r=0$.
3. $V(\mathbf r)=V(-\mathbf r)$. This holds for identical layers, each its own mirror image in its plane, in zero field: reflection in the midplane exchanges the layers and reverses their relative displacement.
4. Fourier components beyond the first shell are negligible.

## Lemma 1: form of the stacking energy

**Up to a constant, $V=2V_1[\cos\alpha+\cos\beta+\cos(\alpha+\beta)]$, with $V_1$ real.**

*Proof.* The first shell consists of $\pm\mathbf G_1,\pm\mathbf G_2,\pm\mathbf G_3$. Threefold symmetry gives one coefficient $c$ to the three $\mathbf G_j$ and one coefficient $c'$ to the three $-\mathbf G_j$. Since $V$ is real, $c'=c^*$; since $V$ is even, $c'=c$. Hence $c=V_1$ is real, and each pair of exponentials adds to $2V_1\cos(\mathbf G_j\cdot\mathbf r)$. ∎

A maximum at AA requires $V_1>0$. AB and BA lie at $\alpha=\beta=2\pi/3$ and $\alpha=\beta=4\pi/3$. There all three cosines are $-\tfrac12$, so $V=-3V_1$. This is the minimum of $V$, because expanding the square shows that $V+3V_1=V_1\,|1+e^{i\alpha}+e^{-i\beta}|^2\ge0$.

## Lemma 2: the lowest barrier

**The lowest barrier between AB and BA is $B=V_1$.**

*Proof.* Use $\cos\alpha+\cos\beta=2\cos\frac{\alpha+\beta}{2}\cos\frac{\alpha-\beta}{2}$ and $1+\cos(\alpha+\beta)=2\cos^2\frac{\alpha+\beta}{2}$:

$$\begin{aligned}
V+2V_1&=2V_1[\cos\alpha+\cos\beta+\cos(\alpha+\beta)+1]\\
&=4V_1\cos\tfrac{\alpha+\beta}{2}\left[\cos\tfrac{\alpha-\beta}{2}+\cos\tfrac{\alpha+\beta}{2}\right]\\
&=8V_1\cos\tfrac{\alpha+\beta}{2}\cos\tfrac{\alpha}{2}\cos\tfrac{\beta}{2}.
\end{aligned}$$

The contour $V=-2V_1$ therefore consists of straight lines. Three of them, $\alpha=\pi$, $\beta=\pi$ and $\alpha+\beta=\pi$, bound a triangle that contains AB and no BA point. Every path from AB to BA must cross this boundary, where the energy is $V_1$ above AB. Hence $B\ge V_1$.

The straight path $\alpha=\beta=\theta$, with $\theta$ running from $2\pi/3$ to $4\pi/3$, reaches this bound:

$$V+3V_1=V_1(4\cos\theta+2\cos2\theta+3)=V_1(1+2\cos\theta)^2,$$

where $\cos2\theta=2\cos^2\theta-1$. On this interval $1+2\cos\theta$ lies between $-1$ and $0$, so the largest height is $V_1$, at $\theta=\pi$. ∎

The point $\theta=\pi$, called SP, is a saddle. Its cosines are $-1,-1,+1$, so its Hessian is $2V_1(\mathbf G_1\mathbf G_1^T+\mathbf G_2\mathbf G_2^T-\mathbf G_3\mathbf G_3^T)$. Along the path, which is parallel to $\mathbf G_3$, the curvature is $2V_1G^2(\frac14+\frac14-1)=-V_1G^2$. Across the path it is $2V_1G^2(\frac34+\frac34)=3V_1G^2$.

## Lemma 3: curvature at AB

**The Hessian of $V$ at AB is $k$ times the unit matrix, with $k=8\pi^2V_1/a^2$.**

*Proof.* Differentiating each cosine twice gives $-2V_1\sum_j\cos(\mathbf G_j\cdot\mathbf r)\,\mathbf G_j\mathbf G_j^T$. At AB this is $V_1\sum_j\mathbf G_j\mathbf G_j^T$.

Take one axis along $\mathbf G_3$. The components of the three vectors, in units of $G$, are $(1,0)$ and $(-\frac12,\pm\frac{\sqrt3}{2})$. The diagonal sums are $1+\frac14+\frac14=\frac32$ and $\frac34+\frac34=\frac32$, and the off-diagonal terms cancel. Thus

$$k=\frac32G^2V_1=\frac32\,\frac{16\pi^2}{3a^2}V_1=\frac{8\pi^2V_1}{a^2}.\qquad∎$$

## Proof of the theorem

Let $\mathbf u_1,\mathbf u_2$ be small uniform displacements of the layers from AB. Then

$$M_1\ddot{\mathbf u}_1=-k(\mathbf u_1-\mathbf u_2),\qquad M_2\ddot{\mathbf u}_2=+k(\mathbf u_1-\mathbf u_2).$$

Divide by the masses and subtract. With $\mathbf w=\mathbf u_1-\mathbf u_2$,

$$\ddot{\mathbf w}=-k\left(\frac1{M_1}+\frac1{M_2}\right)\mathbf w=-\frac{k}{\mu}\mathbf w.$$

Hence $\mu\omega^2=k=8\pi^2V_1/a^2$. Solving for $V_1$ and using $B=V_1$ gives the theorem. ∎

**Remark: a single cosine gives another number.** The AB–BA distance is $d=|\mathbf a_1+\mathbf a_2|/3=a/\sqrt3$. A profile $\frac12B'[1-\cos(2\pi x/d)]$ has curvature $2\pi^2B'/d^2=6\pi^2B'/a^2$ at its minimum. At the same frequency it gives $B'=\mu\omega^2a^2/(6\pi^2)=\frac43B$. The factor arises because the actual profile is $(1+2\cos\theta)^2$, not one cosine of period $d$.

**Remark: bilayer and bulk frequencies differ.** The theorem needs the bilayer frequency, for which $\omega^2=k/\mu=2k/M$. In a bulk stack with the same spring $k$ between neighbouring layers, let alternate layers move oppositely by $\pm u$. Each layer feels two springs stretched by $2u$, so $\omega_{\rm bulk}^2=4k/M$. Inserting this frequency into the bilayer formula would double the barrier.

## Numerical example

Take round model parameters: $a=0.25$ nm, a layer mass of 25 u per cell, and a shear frequency of 1.10 THz. Then $\mu=12.5$ u, $\omega=2\pi\times1.10$ THz $=6.91$ rad/ps, and $\mu\omega^2=0.992$ N/m. The barrier is

$$B=\frac{(0.992\ \mathrm{N/m})(0.25\ \mathrm{nm})^2}{8\pi^2}=4.90\ \mathrm{meV\ per\ cell}.$$

Division by the cell area $A=\frac{\sqrt3}{2}a^2=0.0541$ nm² gives 14.5 mJ/m². The single-cosine estimate would be 6.53 meV. Since $B\propto\omega^2$, a small relative error in frequency enters the barrier twice.

## Proposition: effect of higher harmonics

Add a second shell with phases $\alpha-\beta,\ 2\alpha+\beta,\ \alpha+2\beta$ and a third with phases $2\alpha,\ 2\beta,\ 2(\alpha+\beta)$. Their coefficients are $2V_2$ and $2V_3$. **As long as SP remains the highest point of the lowest path,**

$$B=V_1-8V_2+9V_3,\qquad \frac{\mu\omega^2a^2}{8\pi^2}=V_1-6V_2+4V_3.$$

*Proof.* At AB the second-shell cosines are all $1$ and the third-shell cosines all $-\frac12$, so the added energy is $6V_2-3V_3$. At SP the cosine sums are $-1$ and $3$, so it is $-2V_2+6V_3$. The difference SP minus AB is $-8V_2+9V_3$.

For the curvature, the squared lengths of the vectors are $3G^2$ and $4G^2$, and each shell again has three directions 120° apart. The second shell adds $-2V_2\cdot\frac32\cdot3G^2=-9G^2V_2$, and the third adds $V_3\cdot\frac32\cdot4G^2=6G^2V_3$. The total is $\frac32G^2(V_1-6V_2+4V_3)$, and $\frac32G^2=8\pi^2/a^2$. ∎

One frequency cannot separate these coefficients. With $V_3=0$ and the frequency held fixed, $V_2/V_1=-0.05$ makes the true barrier 1.077 times the inferred one; $V_2/V_1=+0.05$ makes it 0.857 times the inferred one. These ratios are illustrations, not bounds.

## Spacing relaxation and flexible layers

Suppose the first-harmonic form holds at fixed layer spacing. Let $\zeta$ be the increase of spacing from its AB value, and $e=V+3V_1$ the unrelaxed energy above AB. A simple model is

$$E(\zeta)=\tfrac12K\zeta^2+e\,e^{-\kappa\zeta},$$

where $K$ is the spacing stiffness and $\kappa$ the decay constant of the stacking energy. At the minimum, $K\zeta=\kappa e\,e^{-\kappa\zeta}$. With $y=\kappa\zeta$ this gives $e=(K/\kappa^2)\,y e^y$ and $E=(K/\kappa^2)(y+y^2/2)$, so

$$\frac{E}{e}=\left(1+\frac y2\right)e^{-y}.$$

Near AB, $e$ is quadratic in the sliding displacement and $y\approx\kappa^2e/K$. The relaxed energy is $e-\kappa^2e^2/(2K)+\dots$; its correction is of fourth order in displacement and leaves the shear frequency unchanged. The saddle, in contrast, is lowered. Because $dE/de=e^{-y}>0$, relaxation preserves the order of energies and hence the location of the lowest pass.

For a breathing frequency of 2.50 THz, $K=\mu(2\pi\times2.50\ \mathrm{THz})^2$. With $\kappa=30$ nm⁻¹, solving for $y$ gives a spacing increase of 4.1 pm at SP. Then $y=0.12$, and the barrier falls by 6.1 %, from 4.90 to 4.60 meV. If the already relaxed energy surface is first-harmonic, the theorem applies to it directly and this correction must not be added.

Flexible layers can soften the shear mode, by an amount that depends on which atoms the interlayer springs join. Consider atoms of 11 and 14 u in each layer, joined by a spring that gives an intralayer optical frequency of 41 THz. Let the interlayer spring join the lighter atom of one layer to the heavier atom of the other. Diagonalizing this four-atom chain gives an $\omega^2$, and hence an inferred barrier, 0.07 % below the rigid-layer value. The effect is small here because the intralayer spring is much stiffer than the interlayer one.

## Fluctuations at 300 K

For Gaussian relative sliding with variance $\sigma^2$ along each axis, $\langle\cos[\mathbf G_j\cdot(\mathbf r+\mathbf w)]\rangle=e^{-G^2\sigma^2/2}\cos(\mathbf G_j\cdot\mathbf r)$. Gaussian spacing fluctuations of variance $s^2$ give $\langle e^{-\kappa\zeta}\rangle=e^{\kappa^2s^2/2}$. If the same variances are used at AB and SP, each factor multiplies curvature and barrier equally. To first order in the stacking energy, the formula then returns the barrier of the averaged energy, not the bare $V_1$.

The variances follow from averaging the quantum oscillator result $\frac{\hbar}{2\mu\omega_q}\coth\frac{\hbar\omega_q}{2k_BT}$ over a circular Brillouin zone by numerical quadrature. For sliding, $\omega_q^2=\omega^2+c^2q^2$ with sound speed $c=15$ km/s. For spacing, $\omega_q^2=(2\pi\times2.50\ \mathrm{THz})^2+(DA/M)q^4$ with layer bending stiffness $D=1.0$ eV.

The rms values are 6.0 pm for sliding along one axis and 13 pm for spacing. The corresponding factors are 0.985 and 1.085. These continuum dispersions are least reliable near the zone edge. Replacing $q^2$ by its nearest-neighbour triangular-lattice form changes the rms values to 6.4 and 16 pm, and the factors to 0.983 and 1.12, so the spacing factor is only a rough estimate. Thermal expansion is omitted: an increase $\Delta$ of the mean spacing would add a factor $e^{-\kappa\Delta}$, which opposes the second factor. The sign of the total thermal correction is therefore not determined here.

## What the barrier says about switching

The barrier per cell is smaller than $k_BT=25.9$ meV at 300 K, but the cells of a rigid layer do not slide independently. A square domain of side 10 nm has $100/0.0541\approx1850$ cells. Uniform sliding of the domain costs 9.05 eV, or about 350 $k_BT$, without its edge energy. This is the cost of the uniform route, not the lowest barrier of the domain. With one sound speed $c=15$ km/s, an AB–BA wall costs $\sigma=A^{-1}\int\sqrt{2\mu c^2(V+3V_1)}\,ds=0.93$ eV/nm along the straight path, so a domain of this size inside a sheet carries about 37 eV of edge energy. For a free flake, the uniform saddle has $\omega_{\rm SP}^2=-V_1G^2/\mu=-\frac23\omega^2$ and gains a second unstable mode once the side exceeds $\pi c/(\sqrt{2/3}\,\omega)=8.4$ nm; at 10 nm a non-uniform path passes at about 8.6 eV.

Tunnelling does not rescue this route. On the straight path the length element is $ds=\sqrt3a\,d\theta/(2\pi)$. The semiclassical exponent per cell is

$$S=\frac2\hbar\int\sqrt{2\mu(V+3V_1)}\,ds=\frac{\sqrt3a}{\pi\hbar}\sqrt{2\mu V_1}\int_{2\pi/3}^{4\pi/3}|1+2\cos\theta|\,d\theta.$$

The last integral is $2\sqrt3-2\pi/3$, which gives $S=10.2$. For $N$ cells moving together, mass and potential both grow as $N$, so the exponent is $NS$, about $1.9\times10^4$ for this domain.

**Proposition: field for uniform switching.** Let the sheet polarization be $Pg(\mathbf r)$, with

$$g=\frac{2}{3\sqrt3}[\sin\alpha+\sin\beta-\sin(\alpha+\beta)],$$

so that $g=1$ at AB and $-1$ at BA. **A normal field of magnitude $E$ opposing the AB polarization destabilizes AB at $PEA=3V_1$.**

*Proof.* The field adds $+PEA\,g$ per cell. At AB the three phases $\mathbf G_j\cdot\mathbf r$ are equal modulo $2\pi$, so the gradient of $g$ is proportional to $\sum_j\mathbf G_j=0$, and AB stays stationary. Each sine is $\frac{\sqrt3}{2}$, so the curvature of $g$ is $-\frac{2}{3\sqrt3}\cdot\frac{\sqrt3}{2}\cdot\frac32G^2=-\frac12G^2$. The total curvature $\frac32G^2V_1-\frac12G^2PEA$ vanishes at $PEA=3V_1$. ∎

For $P=2.0$ pC/m, the field is about 220 MV/cm. This extrapolation keeps $P$ fixed and neglects polarization induced by the field, which need not be small at such a field. This is where the barrier vanishes; thermal activation can switch a small domain earlier. At two thirds of this field the barrier out of AB is only $0.032V_1$ per cell, about 11 $k_BT$ at 300 K for a free 10 nm flake sliding rigidly. A region inside a continuous sheet must also strain its surroundings; with the same sound speed, the critical nucleus at this field costs about 80 $k_BT$. At 1 MV/cm the AB–BA energy splitting, $2PEA$, is 0.135 meV per cell.

The parameters are in the rough regime of parallel-stacked bilayer hexagonal boron nitride, but the results are not a calculation for that material. A breakdown field of roughly 10 MV/cm is about 22 times below the uniform switching field. Real devices break the assumption of uniform sliding: domain walls let a small region slide at a time. These must be walls already present or formed at edges and defects: in the single-sound-speed model, a new circular domain in a perfect sheet at 10 MV/cm costs $\pi\sigma^2/(2PE)\approx110$ eV at a critical radius of about 37 nm. A device that switches before such a breakdown must do so at a field lower than the model value by at least this factor. The inferred $B$ is thus a measure of the stacking-energy landscape, not a prediction of the coercive field.

**Remark: where the inference fails.** If the layers are not related by the exchange symmetry, the first-shell energy can carry a phase $\chi$: $V=2C\sum_j\cos(\mathbf G_j\cdot\mathbf r+\chi)$. The AB curvature is then $-3CG^2\cos(2\pi/3+\chi)$. One frequency fixes this combination but not $C$ and $\chi$ separately, so it no longer determines the barrier.
